# Why does stable Crank-Nicolson diffusion give negative dopant concentrations?

## Question

I am simulating the anneal of a buried antimony delta layer in silicon. The dose is $10^{12}\ \mathrm{cm^{-2}}$, all of it initially in one cell of width $h=1$ nm, so the starting spike is $10^{19}\ \mathrm{cm^{-3}}$. The diffusivity is constant, $D=0.080\ \mathrm{nm^2/s}$ ($8\times10^{-16}\ \mathrm{cm^2/s}$, a rough value for 1273 K), and no dopant crosses the walls, which are about 100 nm away.

I chose Crank-Nicolson because it is unconditionally stable, and took six steps of 125 s. After the first step the spike cell holds $-5.6\times10^{18}\ \mathrm{cm^{-3}}$. Yet the dose is conserved, and the variance of the profile grows as $2Dt$, as it should. Is this a bug? If not, what does stability guarantee, and would backward Euler be safe?

## Answer

It is not a bug. Stability bounds the root-mean-square size of the solution; it does not fix its sign.

**What stability says.** Let $u_j$ be the concentration in cell $j$ divided by the initial spike height. Balancing the fluxes through the two faces of a cell gives

$$\frac{du_j}{dt}=-\frac{D}{h^2}(Lu)_j,\qquad (Lu)_j=2u_j-u_{j-1}-u_{j+1}.$$

With $r=D\,\Delta t/h^2$ and a prime for the new time, Crank-Nicolson averages the old and new fluxes, while backward Euler uses the new ones:

$$\left(1+\tfrac r2L\right)u'=\left(1-\tfrac r2L\right)u,\qquad (1+rL)u'=u .$$

Your numbers give $r=0.080\times125/1^2=10$.

On an unbounded grid, a wave $e^{ij\theta}$ is an eigenvector of $L$ with eigenvalue $2c$, where $c=1-\cos\theta$. One Crank-Nicolson step multiplies it by

$$g=\frac{1-rc}{1+rc}.$$

Since $rc\ge0$, $|g|\le1$ for every $r$. This is the unconditional stability. But the shortest wave, $c=2$, has $g=(1-20)/(1+20)=-0.905$ here. It should vanish almost at once; instead it flips sign and loses a tenth of its amplitude. A one-cell spike contains all wavelengths equally.

**The sign threshold.** Define $B=(1+\tfrac r2L)^{-1}$, which is a backward Euler step of length $\Delta t/2$. Because $1-\tfrac r2L=2-(1+\tfrac r2L)$, the Crank-Nicolson step is

$$u'=(2B-1)u .$$

The response $G_j$ of $B$ to a unit spike obeys

$$(1+r)G_j-\tfrac r2(G_{j+1}+G_{j-1})=\delta_{j0}.$$

Try $G_j=A\rho^{|j|}$. For $j\ne0$ this requires $\tfrac r2\rho^2-(1+r)\rho+\tfrac r2=0$. The two roots are positive with product 1, and the decaying one is

$$\rho=\frac{1+r-s}{r},\qquad s=\sqrt{(1+r)^2-r^2}=\sqrt{1+2r}.$$

At $j=0$ we need $A(1+r-r\rho)=As=1$, so $G_j=\rho^{|j|}/s$. After one Crank-Nicolson step,

$$u'_0=\frac2s-1,\qquad u'_j=\frac{2\rho^{|j|}}{s}>0\quad(j\neq0).$$

The spike cell is negative when $s>2$, that is, when $r>3/2$. For $r\le3/2$ the whole response is non-negative, and so is the result for any non-negative profile, which is a sum of such spikes. On an unbounded grid, $r\le3/2$ is therefore both necessary and sufficient.

For $r=10$, $s=4.583$ and $u'_0=2/4.583-1=-0.564$, which is your $-5.6\times10^{18}\ \mathrm{cm^{-3}}$. The largest safe step is $1.5h^2/D=18.75$ s. Halving the cell width would divide it by four.

**Walls.** A zero-flux wall is equivalent to a mirror image of the profile. Images add non-negative contributions when $r\le3/2$, so that condition remains sufficient. It need not be necessary: for three cells the threshold is $r=2$. If the concentration outside is held at zero, the images change sign and the argument fails. There $r\le1$ suffices, because the entries $1-r$ and $r/2$ of $1-\tfrac r2L$ are then non-negative, and $B$ preserves sign by the argument below. A single cell has $L=2$ and $u'=(1-r)/(1+r)\,u$, so this limit can be attained.

**Why backward Euler keeps the sign.** Write its step as

$$u'_j=u_j+r\left[(u'_{j+1}-u'_j)+(u'_{j-1}-u'_j)\right].$$

Suppose the lowest new value, in cell $m$, were negative. Both brackets are non-negative there, so $u'_m\ge u_m\ge0$, a contradiction. A zero-flux wall removes a bracket; a zero-value wall supplies a neighbour above $u'_m$. The argument holds for every $r$, and also for a $D$ that varies in space, since each bracket merely acquires its own non-negative coefficient.

**Why your dose and variance looked right.** For a symmetric profile far from the walls,

$$\sum_j u_j\cos j\theta=\sum_j u_j-\frac{\theta^2}{2}\sum_j j^2u_j+\dots$$

At small $\theta$, $c\simeq\theta^2/2$. The Crank-Nicolson factor $g$ and the backward Euler factor $1/(1+2rc)$ then both begin as $1-r\theta^2$. After $n$ steps the product begins as $1-nr\theta^2$. Comparing terms, the dose is 1 and the variance is $2rn$ cells squared in either scheme. Six steps give $2\times10\times6=120\ \mathrm{nm^2}=2Dt$, negative cells included. These two checks cannot see the fault.

Setting negative values to zero is no repair: after your first step it would raise the dose to 1.56 times its true value.

**How long it lasts.** The spike cell after $n$ steps is $\frac1\pi\int_0^\pi g^n\,d\theta$. For large $r$, and after several steps, two ranges contribute.

Long waves have $rc\ll1$ and $g^n\simeq e^{-2nrc}\simeq e^{-nr\theta^2}$. Their Gaussian integral is $1/\sqrt{4\pi rn}$, the physical answer.

Short waves have $rc\gg1$ and $g\simeq-e^{-2/(rc)}$. With $\theta=\pi-\delta$ and $t=\tan(\delta/2)$, we have $c=2/(1+t^2)$ and $d\delta=2\,dt/(1+t^2)$. Their part is $(-1)^nF(n/r)$, where

$$F(a)=\frac2\pi\int_0^\infty\frac{e^{-a(1+t^2)}}{1+t^2}\,dt .$$

Here $F(0)=1$, and differentiating under the integral gives $F'(a)=-e^{-a}/\sqrt{\pi a}$. The function $\mathrm{erfc}\sqrt a$ has the same derivative and starting value, so

$$u_0(n)\simeq(-1)^n\,\mathrm{erfc}\sqrt{n/r}+\frac1{\sqrt{4\pi rn}} .$$

For $r=10$, the last odd $n$ at which this is negative is 27, and the full calculation also gives 27. Looking at the centre alone is not enough: after step 2 the centre is positive, but its nearest neighbours are at $-1.4\times10^{18}\ \mathrm{cm^{-3}}$.

**A large step is not harmful by itself.** Take instead a Gaussian $u_j=e^{-j^2/2w^2}$ of standard deviation $\sigma=wh$. Its neighbours satisfy

$$u_{j+1}+u_{j-1}=2u_je^{-1/2w^2}\cosh(j/w^2)\ge2u_j\left(1-\frac1{2w^2}\right).$$

Hence

$$\left[\left(1-\tfrac r2L\right)u\right]_j=(1-r)u_j+\tfrac r2(u_{j+1}+u_{j-1})\ge u_j\left(1-\frac r{2w^2}\right).$$

This is non-negative if $\sigma^2\ge D\Delta t/2$, and applying $B$ keeps it so. For your 125 s step, $\sigma\ge\sqrt5=2.24$ nm is enough. The guarantee covers the first step; I have not proved it for later ones. A 1 nm Gaussian does fail, reaching $-0.17$ of its initial peak.

**A start-up that works.** Precede Crank-Nicolson with backward Euler half-steps. One of each gives $B(2B-1)=2B^2-B$. To find the response of $B^2$, convolve $G$ with itself. The $|j|+1$ positions from 0 to $j$ each contribute $\rho^{|j|}/s^2$, and the two outer sides form geometric series:

$$(B^2)_j=\frac{\rho^{|j|}}{s^2}\left(|j|+1+\frac{2\rho^2}{1-\rho^2}\right)=\frac{\rho^{|j|}}{s^2}\left(|j|+\frac{1+r}{s}\right).$$

The last form uses $1+2\rho^2/(1-\rho^2)=(1/\rho+\rho)/(1/\rho-\rho)$ with $1/\rho=(1+r+s)/r$. Since $2(1+r)-s^2=1$,

$$(2B^2-B)_j=\frac{\rho^{|j|}}{s^2}\left(2|j|+\frac1s\right)>0$$

for every $r$. With constant $D$ and fixed $\Delta t$ the operators commute, so each half-step can be paired with one Crank-Nicolson step. Thus $k$ half-steps protect at least the next $k$ Crank-Nicolson steps, on an unbounded grid or between zero-flux walls.

**Non-negative does not mean accurate.** The exact logarithm of a mode's factor per step is $-2rc$. For small $rc$, backward Euler gives $-2rc+2r^2c^2$ and Crank-Nicolson $-2rc-\tfrac23r^3c^3$. At fixed total time the number of steps varies as $1/r$. Once the steps are short enough for the short waves to have died out by the end, the accumulated errors therefore scale as $\Delta t$ and $\Delta t^2$. Going from 60 to 120 steps in your anneal reduces the error at the centre by factors of 2.01 and 4.00.

All rows below cover the same 750 s on the same grid. The error is the sum of absolute cell errors divided by the dose, relative to the solution exact in time on that grid, whose peak is $3.65\times10^{17}\ \mathrm{cm^{-3}}$.

| Time stepping | Peak ($10^{17}\ \mathrm{cm^{-3}}$) | Error |
|---|---:|---:|
| Crank-Nicolson, 6 steps | 30.9 | 0.65 |
| Backward Euler, 6 steps | 3.90 | 0.056 |
| 4 half-steps, then 4 Crank-Nicolson | 3.67 | 0.007 |
| Crank-Nicolson, 40 steps | 3.65 | 0.0001 |
| Backward Euler, 1 step | 6.44 | 0.28 |

The last row is non-negative and has the right variance, but the wrong shape. Replacing $r/2$ by $r$ in $B$ gives a two-sided exponential with centre $1/\sqrt{1+4r}$. With $r=60$ this is $1/\sqrt{241}=0.064$, well above the true 0.036.

**Your silicon layer.** The time-step analysis assumes constant $D$, which real doped silicon breaks when the dopant density approaches the intrinsic carrier density, roughly $10^{19}\ \mathrm{cm^{-3}}$ here. If all diffusion goes through singly negative vacancies, with local neutrality and the built-in field, $D$ is enhanced 2.3 times at the initial spike but only 1.04 times at the final peak. In that model the final width rises from 10.95 to 11.09 nm, about 1%. These figures depend on the intrinsic density: with $7\times10^{18}\ \mathrm{cm^{-3}}$, from a common fit at 1273 K, the factors become 3.0 and 1.05 and the width 11.15 nm, nearly 2%. The 2.3 is a rough size, because the intrinsic Debye length, 1.9 nm, exceeds the spike width and local neutrality is doubtful there. Solving Poisson's equation instead gives an electron density at the spike of 1.12 rather than 1.62 times intrinsic, but lowers the final width by only about 0.01 nm. A 10 K temperature error matters more: with a rough activation energy of 3.65 eV, an anneal 10 K too hot raises $D$ by 30%, and hence the width by about 14%. Your $D$ and this energy match the usual fit for neutral vacancies alone. The negative-vacancy term, with roughly 4.08 eV, is of similar size, bringing the total near $1.8\times10^{-15}\ \mathrm{cm^2/s}$, and on its own would give 34% and 16%. The spike is at 0.2 of a rough solubility of $5\times10^{19}\ \mathrm{cm^{-3}}$; ten times the dose in the same cell would exceed it, and constant $D$ would then be a poor model. Point-defect injection from a reacting surface and dopant clustering are left out and not sized.

For this layer, with constant $D$ and zero-flux walls, I would use Crank-Nicolson steps of at most 18.75 s, or four half-steps followed by Crank-Nicolson, as in the table, if 125 s steps are needed. The 18.75 s limit secures only the sign: its first step leaves 0 at the centre against the exact 0.24. It also does not carry over to an enhanced $D$: in the model above, one 18.75 s step drives the spike cell to between $-0.16$ and $-0.30$ of its initial height, depending on how the nonlinear term is treated. The numerical output below gives the values step by step.

## Table of computed values

```
T = 1273 K, D = 8.0e-16 cm2/s = 0.080 nm2/s
dose = 1.0e+12 cm-2, cell = 1.0 nm, cells = 201
initial spike = 1.00e+19 cm-3
dt = 125 s, steps = 6, total = 750 s
r = 10.00, s = 4.5826, rho = 0.6417
CN factor of shortest wave = -0.9048
CN maximum-norm gain, one step = 2.1271
sign threshold r, 101 closed cells = 1.5000
sign threshold r, 3 closed cells = 2.0000
sign threshold r, 1 cell, zero walls = 1.0000
largest safe CN step = 18.75 s
Concentrations in 1e18 cm-3:
step  CN centre  CN lowest  BE centre  exact centre
1    -5.6356    -5.6356     1.5617     0.8978
2     5.8435    -1.4451     0.7999     0.6328
3    -3.8543    -3.8543     0.5955     0.5161
4     4.1375    -1.3821     0.4954     0.4467
5    -2.7641    -2.7641     0.4331     0.3994
6     3.0868    -1.1575     0.3897     0.3646
CN nearest neighbour, step 1 = 2.8008
CN nearest neighbour, step 2 = -1.4451
dose after clipping step 1 = 1.5636 of true dose
CN variance after 6 steps = 120.0000 nm2
last step, negative centre: run 27, law 27
last step with any negative cell = 27
Gaussian width safe in first CN step = 2.236 nm
1 nm Gaussian, lowest after CN step = -0.1725 of peak
Final peak (1e17 cm-3), summed |error| / dose:
time-exact on grid: 3.6456
CN, 6 steps: 30.8681, 0.64552
BE, 6 steps: 3.8965, 0.05630
4 BE halves + 4 CN: 3.6731, 0.00699
CN, 40 steps: 3.6453, 0.00009
BE, 1 step: 6.4416, 0.28302
error ratio on halving dt: BE 2.009, CN 3.999
Neglected effects:
continuum peak = 3.6406 e17 cm-3
D enhancement at initial spike = 2.342
D enhancement at final peak = 1.037
final width: constant D 10.954 nm, enhanced 11.091 nm
Debye length (intrinsic) = 1.88 nm
D factor for +10 K = 1.296
initial spike / solubility = 0.20
mean lateral dopant spacing = 10.0 nm
free-space fraction beyond walls = 4.5e-20
```
